# Why a Small Lattice Error Can Remove a Ferroelectric Well

A cubic model crystal with lattice constant 0.400 nm has a ferroelectric well 2.01 meV deep per cell. Compress the cell by 0.5 percent and the depth is 0.38 meV; compress it by 1 percent and there is no well. Expansion by 1 percent gives 8.42 meV. The ions, charges and force laws are the same throughout. The contributions to this behaviour are taken below one at a time.

## 1. The well at a fixed cell

Let $u$ be the displacement of the B ion of a perovskite relative to the oxygen in its chain along $z$, repeated in every cell. The cell is held cubic with edge $A_0(1+\eta)$, where $A_0=0.400$ nm and $\eta$ is the linear strain. The nuclei are static. To fourth order, the energy per cell relative to the nonpolar crystal is

$$W(u)=\tfrac12 a(\eta)u^2+\tfrac14 b\,u^4,\qquad b>0 .$$

The condition $W'=u(a+bu^2)=0$ gives $u=0$ or $u^2=-a/b$. The second solution is real and nonzero if $a<0$. There

$$W=\tfrac12a\left(-\frac ab\right)+\tfrac14b\,\frac{a^2}{b^2}=-\frac{a^2}{4b},\qquad D=\frac{a^2}{4b}\quad(a<0).$$

For $a\ge0$ the depth is zero, and $a^2/(4b)$ no longer describes a well. At $\eta=-1$ percent, where $a=+33$ eV/nm², careless use of the formula would report about 0.05 meV for a well that does not exist.

Two questions are therefore separate: why $a$ changes sign after so small a strain, and how the depth behaves on the way there.

## 2. The short-range contribution

The B ion sits between two chain oxygens at distance $c/2$, where $c$ is the cell edge along $z$. Let each pair repel with energy $\phi_0e^{-(r-A_0/2)/\rho}$, with $\phi_0=0.665$ eV and $\rho=0.020$ nm. A relative displacement $u$ lengthens one bond and shortens the other by $u$. With $\phi=\phi_0e^{-(c-A_0)/(2\rho)}$, the energy change is

$$\phi\left(e^{-u/\rho}+e^{u/\rho}-2\right)=2\phi\left(\frac{u^2}{2\rho^2}+\frac{u^4}{24\rho^4}+\dots\right).$$

Comparison with $\tfrac12Su^2$ gives the stiffness $S=2\phi/\rho^2$. The quartic term is $Su^4/(24\rho^2)$, so it adds $S/(6\rho^2)$ to $b$. In a cubic cell $c=A_0(1+\eta)$, hence

$$S=S_0e^{-n\eta},\qquad n=\frac{A_0}{2\rho}=10 .$$

At $\eta=0$, $S_0=2(0.665)/(0.020)^2=3325$ eV/nm². The remaining quartic energy is represented by a chosen constant, so that

$$b=4.00\times10^6+\frac{3325}{6(0.020)^2}=5.39\times10^6\ \text{eV/nm}^4 .$$

Acting alone, this contribution would keep the crystal nonpolar. It stiffens by about 10 percent for each percent of compression.

## 3. The dipolar contribution

Let B, with Born charge $+Z$, move by $+u/2$ and the chain oxygen, with $-Z$, by $-u/2$. Both carry the dipole $p=Zu/2$ along $+z$. Screening by the electrons is described by a fixed permittivity $\varepsilon$, and the macroscopic field is zero.

A unit dipole along $z$ has the potential $-\partial_z(1/r)$, so its field along $z$ is $\partial_z^2(1/r)$. Write the summed field of one sublattice of unit dipoles as $C/V$, where $V$ is the cell volume and $C$ a pure number. Each ion feels its own kind through $C_{\rm like}$ and the other kind through $C_{\rm chain}$. The factor one half in the interaction energy prevents double counting:

$$W_{\rm dip}=-\frac12\,\frac{k}{\varepsilon V}\,2\left(\frac{Zu}{2}\right)^2(C_{\rm like}+C_{\rm chain})\equiv-\tfrac12Lu^2,$$

$$L=\frac{kZ^2}{2\varepsilon V}(C_{\rm like}+C_{\rm chain}),\qquad k=\frac{e^2}{4\pi\varepsilon_0},$$

with $Z$ counted in units of $e$.

To find the numbers $C$, sort each sublattice into lines parallel to $z$. On its own line, a charge at distance $|z|$ contributes $\partial_z^2(1/|z|)=2/|z|^3$. Like ions lie at distances $mc$, and the other kind at odd multiples of $c/2$:

$$\sum_{m\ne0}\frac{2}{|m|^3c^3}=\frac{4\zeta(3)}{c^3},\qquad 2\sum_{m\ \rm odd>0}\frac{16}{m^3c^3}=\frac{28\zeta(3)}{c^3}.$$

The last step uses $\sum_{m\,\rm odd}m^{-3}=\tfrac78\zeta(3)$.

For the other lines, expand the line density as $1/c+(2/c)\sum_m\cos(2\pi mz/c)$. The uniform part, together with the neutralising background, gives a potential independent of $z$ and hence no contribution to $\partial_z^2$. Outside the line each cosine part obeys Laplace's equation, whose decaying solution is the Bessel function $K_0(2\pi mR/c)$ at distance $R$. Near the line a density $\lambda$ gives $-2\lambda\ln R$, and $K_0\to-\ln R$, so the amplitude is $4/c$. The contribution of each line is

$$-\frac4c\sum_{m\ge1}\left(\frac{2\pi m}{c}\right)^2K_0\!\left(\frac{2\pi mR}{c}\right)\cos\frac{2\pi mz}{c},$$

with $z=0$ for like ions and $z=c/2$ for the other kind. In the cubic cell the totals are $C_{\rm like}=4.19$ and $C_{\rm chain}=34.27$. The first equals $4\pi/3$, the value for a site of cubic symmetry. The second is dominated by the chain's own line, $28\zeta(3)=33.66$: the head-to-tail arrangement of B and O makes the dipolar term large.

With $Z=7$, $\varepsilon=6$ and $k=1.440$ eV nm,

$$L_0=\frac{1.440\times49\times38.46}{2\times6\times0.0640}=3533\ \text{eV/nm}^2 .$$

At fixed cubic shape, $C$ is constant and $L=L_0(1+\eta)^{-3}$. Compression strengthens this destabilising term too, but by only about 3 percent per percent of strain.

The equal split of $u$ is part of the model. Each dipole is a charge displaced from a compensating charge that stays on its site, so the energy depends on how $u$ is shared, and a rigid shift of both ions is not free. If B moves by $\alpha u$ and O by $-(1-\alpha)u$, the factor $\tfrac12(C_{\rm like}+C_{\rm chain})$ becomes $C_{\rm like}+2\alpha(1-\alpha)(C_{\rm chain}-C_{\rm like})$, which is largest at $\alpha=\tfrac12$. For $\alpha=\tfrac14$, $L_0=2842$ eV/nm², below $S_0$. Bare charges $\pm Z$, whose energy depends on $u$ alone, would give $kZ^2C_{\rm chain}/(\varepsilon V)=6297$ eV/nm². Each version scales as $1/V$ at cubic shape, so the threshold formula below holds in terms of $f$, but the value of $f$ is fixed by this choice together with the chosen $\phi_0$.

## 4. Weighing the two: the threshold

The net curvature is

$$a=S-L=3325-3533=-208\ \text{eV/nm}^2 .$$

It is a fraction $f=(L_0-S_0)/L_0=5.9$ percent of the dipolar term. Differentiation at $\eta=0$ gives

$$a_1=\frac{da}{d\eta}=-nS_0+3L_0=-33250+10600=-22650\ \text{eV/nm}^2 .$$

The short-range part sets the sign, and the dipolar part cancels about a third of its slope. The slope is over a hundred times $|a|$ because it does not share the near-cancellation of $a$.

The threshold $\eta_c$ follows from $S=L$. Since $S_0/L_0=1-f$,

$$-n\eta_c+3\ln(1+\eta_c)=-\ln(1-f).$$

For small $f$ and $\eta_c$, the logarithms reduce to $\eta_c$ and $-f$, so

$$\eta_c\simeq-\frac{f}{n-3}.$$

This gives $-0.84$ percent; the full equation gives $-0.87$ percent, or a lattice constant of 0.3965 nm. A lattice too short by 1 percent lies beyond it.

The sensitivity has two causes: a small $f$, and different volume laws for the two large terms. If $n$ were 3, both would change alike to first order, and with this $f$ no cubic strain would bring $a$ to zero.

A second case shows that the first cause is essential. Lower the pair repulsion until $f=25$ percent, with the other inputs fixed. The threshold moves to $-4.15$ percent, and a 1 percent compression leaves 64 percent of the original depth. Thus a 1 percent error can remove an instability, but does so only when $|\eta_c|$ is below 1 percent.

## 5. What the square adds

Near the threshold $a\simeq a_1(\eta-\eta_c)$, with the slope taken there. For $\eta>\eta_c$,

$$D\simeq\frac{a_1^2}{4b}(\eta-\eta_c)^2,\qquad\frac{d\ln D}{d\eta}\simeq\frac{2}{\eta-\eta_c}.$$

One power of $a$ comes from the curvature and the other from $u^2=-a/b$: a weaker instability also drives a smaller displacement. Increasing the distance from threshold from 0.01 to 0.02 percent strain multiplies the directly minimised depth by 3.996, close to 4.

The square does not create the threshold. It makes the depth approach zero with zero slope, while the relative sensitivity diverges. The zero itself comes from the sign change of $a$.

Away from the threshold, the strain dependence of $b$ also enters:

$$\frac{d\ln D}{d\eta}=\frac{2a_1}{a}-\frac1b\frac{db}{d\eta}.$$

At $A_0$ the first term is $2(22650)/208.4=217$. In the second, $db/d\eta=-nS_0/(6\rho^2)=-1.39\times10^7$ eV/nm⁴, which adds $2.6$. The change of $a$ therefore supplies nearly all of the sensitivity. A strain of $+0.1$ percent should raise the depth by about 22 percent; minimisation gives 2.48 meV instead of 2.01 meV, a rise of 23 percent.

A straight-line $a$ with constant $b$, both taken at $A_0$, gives 0.42 meV at $-0.5$ percent, against 0.38 meV by minimisation. Most of the difference comes from the curvature of $a(\eta)$: the line gives $-95$ eV/nm² where the full value is $-91$, and the square doubles the relative error. Terms beyond $u^4$ matter little here. At $A_0$ they change the depth by about 0.1 percent.

## 6. The response of the cell

So far the cell was clamped. Now suppose that a method puts the nonpolar lattice at $A_0(1+\delta)$ and lets the cell respond to the displacement. Assume that its error shifts the cell size but leaves the functions $S$ and $L$ unchanged.

Allow a mean strain $\eta$ and a tetragonal strain $t$, with relative edge changes $\eta-t$, $\eta-t$ and $\eta+2t$. For a bulk modulus $B$, the volume strain $3(\eta-\delta)$ costs $\tfrac12BV[3(\eta-\delta)]^2$, so its elastic constant is $K=9BV$. For the strains $(-t,-t,2t)$,

$$\tfrac12C_{11}(6t^2)+C_{12}(t^2-2t^2-2t^2)=3(C_{11}-C_{12})t^2,$$

so $K_t=6(C_{11}-C_{12})V$. With $B=170$ GPa and $C_{11}-C_{12}=150$ GPa, $K=611$ eV and $K_t=360$ eV. To linear order in the coupling,

$$E=\tfrac12[a+g_v(\eta-\delta)+g_tt]u^2+\tfrac14bu^4+\tfrac12K(\eta-\delta)^2+\tfrac12K_tt^2,$$

where $a$, $g_v=\partial a/\partial\eta$ and $g_t=\partial a/\partial t$ are evaluated at $(\delta,0)$. Setting the strain derivatives to zero gives

$$\eta-\delta=-\frac{g_vu^2}{2K},\qquad t=-\frac{g_tu^2}{2K_t}.$$

For each strain, the coupling energy is $-g^2u^4/(4K)$ and the elastic cost $+g^2u^4/(8K)$, with the corresponding $g$ and $K$. Their sum, $-g^2u^4/(8K)$, lowers the quartic coefficient:

$$b^*=b-\frac{g_v^2}{2K}-\frac{g_t^2}{2K_t},\qquad D\simeq\frac{a(\delta)^2}{4b^*}\quad(a<0,\ b^*>0).$$

At $\delta=0$, $g_v=a_1$. A tetragonal strain stretches the chain by $2t$, so the short-range slope is $-2nS_0=-66500$ eV/nm². The weaker dipolar attraction returns 21200, leaving $g_t=-45300$ eV/nm². In units of $10^6$ eV/nm⁴,

$$b^*=5.39-0.42-2.85=2.12 .$$

Shape change lowers $b$ about seven times as much as volume change. The formula predicts 5.1 meV; full minimisation over $u$ and both strains gives 4.5 meV. The formula is 14 percent high relative to that result because it omits two opposing effects. The nonlinear dependence of $a$ on strain alone would lower the depth to 4.3 meV; the strain dependence of $b$ then raises it by about 0.2 meV. The sixth-order repulsion at this displacement is only about 0.015 meV. At 0.01 percent above the threshold the error is 0.7 percent.

At $A_0$, relaxation thus more than doubles the depth. It does not move the soft-mode threshold. The induced strains are proportional to $u^2$ and first affect the energy at order $u^4$. Here $b^*$ is still positive at the threshold, $1.4\times10^6$ eV/nm⁴. At $\delta=-1$ percent, with both strains relaxed, the energy was positive at all 13 displacements examined between 0.001 and 0.025 nm.

The condition $b^*>0$ matters. If it fails, add $\tfrac16\gamma u^6$ with $\gamma>0$ and put $x=u^2$. A polar minimum level with the nonpolar state satisfies

$$a+\tfrac12b^*x+\tfrac13\gamma x^2=0,\qquad a+b^*x+\gamma x^2=0 .$$

Subtraction gives $x=-3b^*/(4\gamma)$, and then $a=3b^{*2}/(16\gamma)>0$. A polar well can therefore remain lower than the nonpolar state after the nonpolar state has become stable against small displacements. At $b^*=0$ and $a<0$, the minimum has $x=\sqrt{-a/\gamma}$ and $D=|a|^{3/2}/(3\sqrt\gamma)$, so even the quadratic depth law is lost.

## 7. The contribution of nuclear motion

A static well does not by itself establish a polar phase. Write the displacement as a mean $\bar u$ plus a fluctuation $v$ with zero mean and a symmetric distribution. Then

$$\tfrac14b\langle(\bar u+v)^4\rangle=\tfrac14b\left(\bar u^4+6\bar u^2\langle v^2\rangle+\langle v^4\rangle\right).$$

The middle term adds $3b\langle v^2\rangle$ to the curvature. Treat each cell as an independent oscillator of stiffness $S_0$, with masses 48 and 16 u and hence reduced mass 12 u (the equal split of section 3 would give 16 u and a shift about 13 percent smaller). The zero-point spread is 0.0040 nm, and the shift is

$$3(5.39\times10^6)(0.00402)^2\simeq260\ \text{eV/nm}^2 .$$

This exceeds $|a|=208$ eV/nm². The estimate is good only to an order of magnitude, but it shows that static depth alone cannot decide the phase here, even at 0 K. It also omits the softer collective modes, so its small change on heating to 300 K is not a reliable temperature dependence. The thermal energy at 300 K, 26 meV, exceeds the relaxed depth per cell; since cells move together, that comparison alone does not give a transition temperature.

## 8. Real titanates and the choice of method

The lattice constant, Born charge and permittivity lie in the rough range of perovskite titanates. The relaxed model has a polarization of 16 μC/cm² and $c/a=1.014$; polarizations of real ferroelectric titanates range from a few tens of μC/cm², as in barium titanate, to somewhat below 100 μC/cm², as in lead titanate. The repulsion range is shorter than the roughly 0.03 nm common for ionic pair potentials. With 0.03 nm and the same $f$, $n=6.7$ and the estimated threshold moves from $-0.84$ to about $-1.6$ percent. Real crystals also break the assumption that only B and one oxygen move along [001]. Cubic symmetry gives all polar directions the same quadratic threshold, but their depths can differ, and this model does not determine them.

Lattice errors of about 1 percent are a realistic size for common density functionals: the local density approximation tends to give perovskite lattices too short, and PBE too long. In this model the threshold compression corresponds to a pressure of about $3B|\eta_c|=4.4$ GPa; since $f$ was set by the choice of $\phi_0$, this figure and the tolerance that follows describe the model and are not predictions for a given titanate. Keeping the clamped depth within 10 percent near $A_0$ requires a lattice error below about $0.10/220=0.045$ percent, or 0.0002 nm.

Fixing the lattice constant removes this source of error but not the cancellation. At fixed $A_0$, $S$ and $b$, a 1 percent increase in $L$ changes $a$ from $-208$ to $-244$ eV/nm² and raises the depth by 37 percent. Two methods should therefore be compared both at one common lattice constant and at their own. The first comparison shows the difference in their forces; the second adds the effect of their cell sizes. Reporting $a$ and its slope beside $D$ gives a linear estimate of how far each result lies from the threshold: at $A_0$ it is 0.92 percent, against 0.87 percent from the full equation. These numbers alone do not show whether a plausible depth rests on two errors that cancel. The two comparisons can reveal an offset between methods: if they agree at their own lattice constants but differ at a common one, the differences in force and in cell size have offset each other.

## Values computed for the example and the checks

```
inputs: A0 0.400 nm, range 0.020 nm, pair repulsion 0.665 eV
inputs: Born charge 7.0 e, electronic permittivity 6.0
inputs: other quartic part 4.00e+06 eV/nm^4
inputs: B 170 GPa, C11-C12 150 GPa
inputs: masses 48 and 16 u
field factor, like ions 4.1888; B-O chain 34.2708
repulsion exponent n = 10.00
short-range stiffness S = 3325.0 eV/nm^2
dipolar term L = 3533.4 eV/nm^2
net curvature a = -208.4 eV/nm^2; f = 5.90 percent of L
slope da/d(eta) = -22650 eV/nm^2
quartic b = 5.385e+06 eV/nm^4
threshold strain, full = -0.870 percent
threshold from slope at A0 = -0.920 percent
threshold from -f/(n-3) = -0.843 percent
threshold lattice constant = 0.39652 nm
equivalent pressure 3B|eta_c| = 4.44 GPa
clamped depth: direct 2.014, a^2/4b 2.016 meV
clamped displacement = 0.00622 nm
error(%)  a(eV/nm^2)  clamped(meV)  linear law(meV)  free cell(meV)
-1.0  33.1  0.000  0.000  no well
-0.5  -91.4  0.383  0.420  1.071
-0.1  -185.6  1.594  1.602  3.695
+0.0  -208.4  2.014  2.016  4.505
+0.1  -230.9  2.479  2.478  5.363
+0.5  -318.1  4.750  4.802  9.199
+1.0  -420.9  8.416  8.780  14.665
depth ratio D(2x)/D(x) near threshold = 3.9960
contrast f = 25 percent: threshold -4.15 percent
contrast: depth kept at -1 percent error = 63.7 percent
elastic constants K 611.2 eV, Kt 359.5 eV
tetragonal slope da/dt = -45277 eV/nm^2
b lowered by volume 4.197e+05 eV/nm^4
b lowered by shape 2.851e+06 eV/nm^4
b* at A0 2.115e+06, at threshold 1.432e+06 eV/nm^4
free-cell depth: direct 4.505, formula 5.134 meV
free-cell formula error at 0.01 percent above threshold = 0.71 percent
free-cell displacement = 0.00908 nm
free-cell polarization = 15.8 uC/cm^2
free-cell c/a = 1.0140; mean strain 0.137 percent
thermal energy at 300 K = 25.85 meV
local oscillator quantum = 107.6 meV
rms local motion at 0 K 0.00402 nm, curvature shift 261 eV/nm^2
rms local motion at 300 K 0.00409 nm, curvature shift 270 eV/nm^2
```
